# Cosine and sine of the field quadrature in a truncated Fock space

## What symmetry fixes

A molecule with two levels of opposite parity, separated by a gap $\Delta$, couples to one cavity mode of energy $\omega$. I use atomic units, $\hbar=e=m_e=4\pi\epsilon_0=1$, in the algebra. The vector potential is taken as uniform over the molecule,

$$A=A_0X,\qquad X=a+a^\dagger .$$

The phase that a charge acquires in this potential is charge times $A$ times position, divided by $\hbar$. It has no dimension. Parity makes the position operator off-diagonal in the two levels, so $x\to d\,\sigma_x$ with transition length $d$. Projected onto the two levels, the phase therefore becomes

$$\eta X\sigma_x,\qquad \eta=A_0d .$$

The sign of the charge is absorbed in the phase of the upper level, so $\eta>0$.

With a local molecular potential, minimal coupling $p\to p-qA$ is the transformation of the bare molecular Hamiltonian by the exponential of this phase. In the two-level model used here the bare Hamiltonian is $(\Delta/2)\sigma_z$ and the transformation is built from the projected phase, $U=e^{i\eta X\sigma_x}$. This is a choice of model: projecting the $pA$ and $A^2$ terms directly onto the two levels gives a different Hamiltonian. Three facts fix the form of $U\sigma_zU^\dagger$:

- $U$ commutes with $\sigma_x$, and $\sigma_z$ anticommutes with it. The result also anticommutes with $\sigma_x$, so it is $C(X)\sigma_z+S(X)\sigma_y$.
- The square of $\sigma_z$ is 1, so $C^2+S^2=1$.
- Successive transformations add their values of $\eta$, so the rotation angle is linear in $\eta X$.

The factor follows from $\sigma_z\sigma_x=-\sigma_x\sigma_z$, which moves $U^\dagger$ through $\sigma_z$ as $U$:

$$U\sigma_zU^\dagger=U^2\sigma_z=(\cos\theta X+i\sigma_x\sin\theta X)\sigma_z,\qquad \theta=2\eta .$$

Since $i\sigma_x\sigma_z=\sigma_y$, the Coulomb-gauge Hamiltonian is

$$H_C=\omega a^\dagger a+\frac{\Delta}{2}\left[\sigma_z\cos(\theta X)+\sigma_y\sin(\theta X)\right].$$

A computer needs these two functions as finite matrices.

## Three Fock states by hand

Keep $|0\rangle,|1\rangle,|2\rangle$. From $a|n\rangle=\sqrt n\,|n-1\rangle$,

$$X_3=\begin{pmatrix}0&1&0\\1&0&\sqrt2\\0&\sqrt2&0\end{pmatrix},\qquad
X_3^2=\begin{pmatrix}1&0&\sqrt2\\0&3&0\\\sqrt2&0&2\end{pmatrix}.$$

One more multiplication gives $X_3^3=3X_3$, so the eigenvalues are $0,\pm\sqrt3$. On these three numbers, $\cos\theta x$ equals $1+(\cos\sqrt3\theta-1)x^2/3$, and $\sin\theta x$ equals $x\sin(\sqrt3\theta)/\sqrt3$. Hence

$$\cos(\theta X_3)=1+\frac{\cos(\sqrt3\theta)-1}{3}X_3^2,\qquad
\sin(\theta X_3)=\frac{\sin(\sqrt3\theta)}{\sqrt3}X_3 .$$

Their squares add to 1, because they do so at each eigenvalue.

The vacuum element can be compared with the untruncated one. In the vacuum $X$ has a Gaussian distribution of mean 0 and variance 1, so $\langle0|\cos\theta X|0\rangle=e^{-\theta^2/2}$. The two series are

$$\frac23+\frac13\cos(\sqrt3\theta)=1-\frac{\theta^2}{2}+\frac{\theta^4}{8}-\frac{\theta^6}{80}+\dots$$

$$e^{-\theta^2/2}=1-\frac{\theta^2}{2}+\frac{\theta^4}{8}-\frac{\theta^6}{48}+\dots$$

Three states reproduce the terms through $\theta^4$. The sixth-order coefficients differ in size by $1/48-1/80=1/120=3!/6!$, a pattern that holds for general $N$.

## The general construction

For $N$ Fock states:

1. Form the symmetric matrix $X_N$ with $(X_N)_{n,n+1}=\sqrt{n+1}$, $n=0,\dots,N-2$.
2. Diagonalize it, $X_N=V\,\mathrm{diag}(x_j)\,V^T$.
3. Set $\cos(\theta X_N)=V\,\mathrm{diag}(\cos\theta x_j)\,V^T$, and likewise for the sine.

To see what this computes, let $h_n(x)$ be the polynomials orthonormal under the weight $\varphi(x)=e^{-x^2/2}/\sqrt{2\pi}$. In the representation where $X$ multiplies by $x$, the state $|n\rangle$ is $h_n\sqrt\varphi$, and the action of $a+a^\dagger$ reads

$$xh_n=\sqrt{n+1}\,h_{n+1}+\sqrt n\,h_{n-1}.$$

Apply $X_N$ to the column $(h_0(x),\dots,h_{N-1}(x))$. Every row returns $x$ times the entry, except the last, which lacks $\sqrt N\,h_N(x)$. The column is an eigenvector when $h_N(x)=0$. The eigenvalues are thus the $N$ zeros of the Hermite polynomial $\mathrm{He}_N$. With normalization $w_j=1/\sum_nh_n(x_j)^2$ we have $V_{nj}=\sqrt{w_j}\,h_n(x_j)$, up to a sign for each column, and

$$[f(X_N)]_{mn}=\sum_jw_jh_m(x_j)h_n(x_j)f(x_j).$$

This is Gauss quadrature for the exact element $\int\varphi\,h_mh_nf\,dx$.

## How truncation enters

The element $(X^k)_{mn}$ is a sum over ladder paths of $k$ steps from $n$ to $m$, each with a non-negative weight. The matrix $X_N$ omits the paths that reach level $N$. The shortest of these needs $(N-n)+(N-m)$ steps, so $X_N^k$ and $X^k$ agree in this element for $k<2N-m-n$. At $k=2N-m-n$ one path is missing. Its climb has weight $\sqrt{N!/n!}$ and its descent $\sqrt{N!/m!}$, so the missing amount is

$$\frac{N!}{\sqrt{m!\,n!}} .$$

For $N=3$ and $m=n=0$ this is $3!$ at $k=6$, as found by hand.

All path weights are non-negative, so $0\le(X_N^k)_{mn}\le(X^k)_{mn}$. The error of an element of $e^{i\theta X_N}$ therefore obeys

$$|\text{error}|\le\sum_{k\ge2N-m-n}\frac{\theta^k}{k!}(X^k)_{mn}.$$

The right side is the tail of the series for $\langle m|e^{\theta X}|n\rangle$, which converges because the Gaussian weight beats the exponential. For fixed $m,n$ the tail vanishes as $N\to\infty$.

The vacuum cosine has a simpler bound. Interpolate $\cos\theta x$ by a polynomial of degree $2N-1$ that matches its value and slope at every node. Gauss quadrature integrates this polynomial without error. The remainder is at most $\theta^{2N}\mathrm{He}_N(x)^2/(2N)!$ in size, and the mean of $\mathrm{He}_N^2$ is $N!$, so

$$\left|[\cos\theta X_N]_{00}-e^{-\theta^2/2}\right|\le\frac{N!\,\theta^{2N}}{(2N)!}.$$

At $\eta=1$, or $\theta=2$, the absolute error is $2.4\times10^{-3}$ for $N=6$, below the bound $6.2\times10^{-3}$. For $N=10$ it is $6.0\times10^{-7}$, below $1.6\times10^{-6}$.

Elements near the edge do not share this accuracy. For $N=40$ and $\theta=2$, I compared the matrices with elements integrated numerically on a fine grid. Among the first ten Fock states the largest difference is at rounding level, about $10^{-13}$. Over all forty it is 0.26, while no exact element exceeds 1 in size. The spoiled region is wide: among elements whose larger index is 20, 25 or 30, the largest difference is about $2\times10^{-8}$, $2\times10^{-3}$ and 0.26.

One could instead cut the exact infinite matrices down to $N$ states. All retained elements are then exact, but their squares no longer add to 1, because the product lacks intermediate states above the edge. For $N=40$, $\theta=2$ the defect has spectral norm 0.62. Diagonalization keeps the identity and puts its error into the upper part of the basis, in this example roughly the top third.

## The dipole gauge as a reference

Undoing $U$ gives a Hamiltonian without cosine or sine. Since $[a,i\eta X\sigma_x]=i\eta\sigma_x$ commutes with the exponent, the commutator series stops:

$$U^\dagger aU=a+i\eta\sigma_x,\qquad U^\dagger a^\dagger U=a^\dagger-i\eta\sigma_x .$$

Multiplying the two and using $\sigma_x^2=1$,

$$H_D=U^\dagger H_CU=\omega a^\dagger a+i\eta\omega(a^\dagger-a)\sigma_x+\omega\eta^2+\frac{\Delta}{2}\sigma_z .$$

For the infinite Fock space $H_C$ and $H_D$ have the same spectrum. At finite $N$ the argument has a flaw at the edge, since $[a_N,a_N^\dagger]=1-N|N-1\rangle\langle N-1|$. With $N=40$, $\eta=1$ and $\omega=1$ eV, transforming the finite $H_C$ by the finite $U$ gives $H_D$ to rounding accuracy among the first ten Fock states, but differences above 0.01 eV appear among elements whose larger index is 27 or more, and reach 9.9 eV at the last state. Low levels agree once their states have negligible weight there.

This agreement concerns two forms of one two-level model. It does not say how well two levels represent a molecule.

## A worked model

Take $\omega=\Delta=1$ eV and $d=2$ Å. For a single electron starting in its ground state, the oscillator-strength sum rule requires $2\Delta d^2\le1$ in atomic units, which limits $d$ to 1.95 Å at this gap. The model therefore stands for a molecule with several electrons, and $x$ is the sum of their positions. The amplitude $A_0$ follows from the zero-point energy $\omega/2$, half of which is electric. The field $-\dot A$ has vacuum mean square $\omega^2A_0^2$, so for a uniform mode of volume $V$

$$\frac{V\omega^2A_0^2}{8\pi}=\frac{\omega}{4}\;\Rightarrow\;A_0^2=\frac{2\pi}{\omega V},\qquad V=\frac{2\pi d^2}{\omega\eta^2}.$$

With $\omega$ in hartree and $d$ in bohr, and the result converted back, $\eta=1$ requires $V=362$ Å$^3$. Coupling $\eta=0.1$ requires a hundred times more, 36190 Å$^3$. Both volumes are formal. A 1 eV mode has wavelength 1240 nm, and a vacuum mode of volume $(\lambda/2)^3\approx2.4\times10^{11}$ Å$^3$ gives only $\eta\approx4\times10^{-5}$ for this $d$. The volumes above are about $10^{-9}$ and $10^{-7}$ of that, with vacuum fields $\omega A_0$ of 5 and 0.5 V/nm. Confinement on this scale needs material near fields, which a uniform vacuum mode does not describe. The label "weak" below means small enough for perturbation theory: $\eta=0.1$ is already a coupling of a tenth of the mode energy, and $\eta=1$ is a deliberately extreme model.

**Weak coupling, $\eta=0.1$.** Start from the vacuum and the lower level, at $-\Delta/2$. The quadratic part of the cosine raises the energy by $\Delta\theta^2/4=\Delta\eta^2$. The linear part of the sine, $\Delta\eta X\sigma_y$, lowers it in second order by $\Delta^2\eta^2/(\omega+\Delta)$. In eV,

$$E_0\approx-0.500+0.010-0.005=-0.495 .$$

Numerical diagonalization with $N=40$ gives $-0.495013$ eV in both gauges.

**Strong coupling, $\eta=1$.** Treat $\Delta$ as the perturbation. The unperturbed ground states of $H_C$ are the vacuum with either spin, both at zero energy. In first order the gap splits them by

$$\Delta\langle0|\cos\theta X|0\rangle=\Delta e^{-2\eta^2}=0.1353\ \text{eV}.$$

Diagonalization gives 0.1378 eV for the splitting and $E_0=-0.1479$ eV ($-0.00544$ hartree), again in both gauges. The centre of the pair lies at $-0.1479+0.1378/2=-0.079$ eV instead of zero. This downward sign is that of the second-order shift, which comes from states with photons, all above the pair. The vacuum cosine thus sets the main scale of the splitting, and an error in it changes the physics directly.

## Replacing the functions by Taylor polynomials

Let $C_K$ and $S_K$ contain all powers of $\theta X$ up to $K$ in the cosine and sine. At $\theta=2$ the exact vacuum cosine is 0.135. Order 2 gives $1-\theta^2/2=-1$, and order 4 gives $1-\theta^2/2+\theta^4/8=1$. The first has the wrong sign, and the second removes the suppression of the gap.

The damage to the spectrum is worse. With $P=i(a^\dagger-a)$, we have $a^\dagger a=(X^2+P^2)/4-1/2$. At fixed field value $x$, the lower eigenvalue of the spin part plus the $x^2$ term is

$$W_K(x)=\frac{\omega x^2}{4}-\frac{\Delta}{2}\sqrt{C_K^2+S_K^2}.$$

For the true functions the root is 1 and the parabola confines the field. A polynomial root grows.

**Order 1.** The root is $\sqrt{1+\theta^2x^2}$, which grows linearly, so $W_1$ is bounded below. The Hamiltonian is $\omega a^\dagger a+(\Delta/2)\sigma_z+\Delta\eta X\sigma_y$. A phase change of $a$ and a spin rotation about $z$ turn its coupling into the form in $H_D$, with strength $\Delta\eta$ in place of $\omega\eta$. On resonance these strengths agree, so every level is too low by the missing $\omega\eta^2$. At $\eta=1$ the ground energy is $-1.1479$ eV, low by 1 eV, although the level spacings are right. Off resonance the coupling strength itself is wrong.

**Order 2.** Here

$$\left(1-\frac{\theta^2x^2}{2}\right)^2+\theta^2x^2=1+\frac{\theta^4x^4}{4}.$$

Since $\sqrt{1+u^4/4}\le1+u^2/2$,

$$W_2(x)\ge\frac{x^2}{4}(\omega-\theta^2\Delta)-\frac{\Delta}{2}.$$

The energy is bounded below if $\theta^2\Delta\le\omega$. If $\theta^2\Delta>\omega$, use a coherent state centred at $x_0$ with the lower spin state of that point. Its energy is

$$E(x_0)=\frac{\omega x_0^2}{4}-\frac{\Delta}{2}\,\frac{C_2(x_0)\langle C_2\rangle+S_2(x_0)\langle S_2\rangle}{\sqrt{C_2(x_0)^2+S_2(x_0)^2}} .$$

The state has variance 1 in $X$, so $\langle C_2\rangle=1-\theta^2(x_0^2+1)/2$ and $\langle S_2\rangle=\theta x_0$. For large $x_0$ the energy approaches $x_0^2(\omega-\theta^2\Delta)/4$ plus a constant, and falls without limit.

For $\eta=1$ and $x_0=4$, the numbers are $C_2=-31$, $S_2=8$ and $\langle C_2\rangle=-33$:

$$E=4-\frac12\,\frac{31\cdot33+8\cdot8}{\sqrt{31^2+8^2}}=-12.98\ \text{eV}.$$

At $x_0=8$ it is $-48.99$ eV.

**Order 3 and above.** The root now grows as $|\theta x|^K/K!$, faster than $x^2$. Averaging over the coherent state changes only lower powers of $x_0$. The same trial state therefore proves that the untruncated Hamiltonian has no ground state at any nonzero coupling.

## What a finite basis shows

A finite matrix always has a lowest eigenvalue, so the instability appears as failure to converge. These are ground energies at $\eta=1$, in eV:

| Method | $N=40$ | $N=80$ |
|---|---:|---:|
| Order 2 | −96.6 | −209.5 |
| Order 3 | −964 | −3090 |
| Order 4 | −5657 | −26461 |

The scale comes from the edge. For $N=40$ the largest eigenvalue of $X_N$ is 11.45. At this $x$, $W_2\approx(1-4)x^2/4=-98$ eV, close to the computed $-96.6$ eV. Raising the order from 2 to 4 makes the result worse.

The second-order threshold is visible too. For $\Delta=1$ eV and $\eta=0.4$, $\theta^2\Delta/\omega=0.64$ and both bases give $-0.45394$ eV. At $\eta=0.6$ the ratio is 1.44, and the energy falls from $-13.3$ to $-29.5$ eV.

At $\eta=0.1$ low orders work in these bases. The energies for orders 2, 3 and 4 are $-0.495113$, $-0.494915$ and $-0.495011$ eV, against $-0.495013$ eV. Here order 3 is hardly better than order 2: the errors are $+0.98\times10^{-4}$ and $-1.00\times10^{-4}$ eV. It lacks the quartic cosine term, whose first-order contribution, with $\langle0|X^4|0\rangle=3$, is

$$-\frac{\Delta}{2}\,\frac{3\theta^4}{24}=-\frac{\Delta\theta^4}{16}=-1.0\times10^{-4}\ \text{eV}.$$

Order 2 also lacks the cubic sine term. Combined with the linear one in second order, using $\langle1|X^3|0\rangle=3$, that term contributes $+\Delta^2\theta^4/[4(\omega+\Delta)]=+2.0\times10^{-4}$ eV. At this order in $\theta$ the error of order 3 is thus $+\Delta\theta^4/16$, and that of order 2 is $\Delta\theta^4/16-\Delta^2\theta^4/[4(\omega+\Delta)]$. These are equal in size and opposite in sign only on resonance, $\omega=\Delta$, as in this example.

The third-order Hamiltonian is nevertheless unbounded at $\eta=0.1$. Its surface falls below its central value roughly where $\omega x^2/4=\Delta\theta^3x^3/12$, or

$$x=\frac{3\omega}{\Delta\theta^3}=\frac{3}{0.008}=375 .$$

This corresponds to $x^2/4\approx35000$ photons. The eigenvalues of $X_N$ cannot exceed $2\sqrt{N-1}$, so a basis of 80 states never reaches that region.

At fixed $N$ the Taylor series does converge, since $X_N$ is a finite matrix. With $u=\theta x_{\max}$ and $K+2>u$, the first omitted power bounds the spectral-norm error of both functions by $u^{K+1}/(K+1)!$. For $N=40$, $\eta=1$ we have $u=22.9$. An error of $10^{-3}$, relative to functions bounded by 1, is guaranteed at $K=66$ and first reached at $K=65$. A larger basis raises $u$ and with it the order this bound requires. Diagonalization needs no such order: the remaining parameter is $N$, to be increased until the wanted levels stop changing.
